# Rf Voltage Division and Ion Energy Modulation above a Quartz Wafer

An rf voltage of amplitude 300 V is applied between a plasma and an electrode that carries a wafer of fused quartz 1 mm thick. Between wafer and plasma lies a sheath 3 mm wide. The quartz fills a quarter of the 4 mm path, yet it takes 24 V, one twelfth of the voltage, and leaves 276 V to the sheath. Why so little, and what does the loss do to the energies of the ions that strike the wafer?

## The estimate

At radio frequency the sheath and the wafer act as two capacitors in series. A dielectric of thickness $d$ and relative permittivity $k$ has the same capacitance per area as a vacuum gap of thickness $d/k$. For fused quartz with $k=3.8$ this gap is $1/3.8=0.263$ mm. (Crystalline quartz has $k\approx4.5$, and the gap would be 0.22 mm.) The voltage divides in proportion to the equivalent gaps, so the sheath keeps

$$f=\frac{3}{3+0.263}=0.92 .$$

If the modulation of the ion energy is proportional to the rf voltage across the sheath, it falls by the same 8 %. That proportionality needs a derivation, and the answer depends somewhat on what is held fixed when the wafer is put in.

## The divider

Let $V_a$ be the rf amplitude (half the peak-to-peak value) between electrode and plasma, and $V_1$ the part across the sheath. The voltage across the sheath at the wall of the chamber is not included in $V_a$. Assume plane layers, a lossless wafer and a sheath of fixed width $s$ that contains ions but no electrons. The capacitances per area are

$$C_s=\frac{\varepsilon_0}{s}=0.295\ \text{pF/cm}^2,\qquad C_w=\frac{k\varepsilon_0}{d}=3.365\ \text{pF/cm}^2 .$$

The ion charge in the sheath does not disturb the division. Poisson's equation is linear, and an ion density that is constant in time adds a static voltage which drops out of the oscillating part.

If the current of charged particles to the surface is small, the same displacement current crosses both layers. Their oscillating charges per area are then equal, $C_sV_1=C_w(V_a-V_1)$. Collecting $V_1$ gives

$$f=\frac{V_1}{V_a}=\frac{C_w}{C_w+C_s}=\frac{k/d}{k/d+1/s}=\frac{s}{s+d/k}.$$

The last form follows on multiplying numerator and denominator by $sd/k$. A thin wafer or a large $k$ gives $f\to1$. The sheath would keep only half the voltage if $d=ks$, which is 11.4 mm of quartz. Here $f=0.919$ and $V_1=275.8$ V.

## Ion motion in the mean sheath

Measure $x$ from the plasma edge of the sheath towards the wafer, and let $\phi(x)$ be the drop of the mean potential from that edge, with $\phi(s)=V_m$. Ions of charge $e$ and mass $M$ start at rest and do not collide. Their speed is $u=(2e\phi/M)^{1/2}$ and their density is $J/(eu)$, where $J$ is the ion current density. Poisson's equation becomes

$$\phi''=\frac{J}{\varepsilon_0u}=\frac{J}{\varepsilon_0}\left(\frac{M}{2e}\right)^{1/2}\phi^{-1/2}.$$

Try $\phi=V_m(x/s)^{4/3}$, which has zero potential and zero field at the edge. The left side is $\tfrac49(V_m/s^2)(x/s)^{-2/3}$, and the right side has the same power of $x$. Equating the coefficients gives Child's law,

$$J=\frac49\,\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V_m^{3/2}}{s^2}=\frac49\,\frac{\varepsilon_0vV_m}{s^2},\qquad v=\left(\frac{2eV_m}{M}\right)^{1/2},$$

where $v$ is the impact speed. Since $u=v(x/s)^{2/3}$, the time to reach $x$ is

$$t=\int_0^x\frac{dx'}{u}=\frac{s^{2/3}}{v}\int_0^x x'^{-2/3}dx'=\frac{3s}{v}\left(\frac xs\right)^{1/3}.$$

The transit time is therefore $\tau=3s/v$, and along the path $x=s(t/\tau)^3$ and $u=v(t/\tau)^2$.

## The energy modulation

In the plate-capacitor picture the rf field is uniform, $(V_1/s)\cos(\omega t+\alpha)$, where $\alpha$ is the phase at which the ion enters. The static field gives the energy $eV_m$ whatever the path. The change of path caused by the rf field therefore affects only the rf work, and there it is of second order in $V_1$. This requires that the ions enter with some speed: the static field vanishes at the edge, and an ion exactly at rest there could be turned back by the rf field. Real ions enter at about $(eT_e/M)^{1/2}$, where $T_e$ is the electron temperature in volts. This is about 7 % of $v$ for the numbers below and changes the width by up to about the same fraction, so it is left out of the formulas. To first order the rf work can be taken along the unperturbed path:

$$W=\frac{eV_1}{s}\int_0^\tau u\cos(\omega t+\alpha)\,dt=\frac{eV_1v}{s}\int_0^\tau\left(\frac t\tau\right)^2\cos(\omega t+\alpha)\,dt .$$

Integrate by parts. The lower limit gives nothing, because the ion starts at rest:

$$W=\frac{eV_1v}{s}\left[\frac{\sin(\omega\tau+\alpha)}{\omega}-\frac{2}{\omega\tau^2}\int_0^\tau t\sin(\omega t+\alpha)\,dt\right].$$

A second integration by parts shows that the last term is smaller than the first by about $2/(\omega\tau)$. For $\omega\tau\gg1$ the first term remains. Physically, the pushes and pulls of successive rf cycles nearly cancel, and what survives is set by the phase at impact. As that phase varies, $W$ runs between plus and minus its amplitude, so the full width of the energy distribution is

$$\Delta E=\frac{2eV_1v}{\omega s}=\frac{6eV_1}{\omega\tau},$$

where $v/s=3/\tau$ was used. At fixed $V_m$ and $s$ the width is proportional to $V_1$, and the wafer reduces it by the factor $f$.

For the numbers, take argon, 13.56 MHz and $V_m=280.3$ V, a value derived below. Then $v=36.8$ km/s, $\tau=245$ ns and $\omega\tau=20.8$. With the wafer, $\Delta E=6\times275.8/20.84=79$ eV. With the full 300 V across the same sheath at the same mean voltage it would be 86 eV. The reduction is 7 eV, or 8 %.

## The low-frequency limit and the ion current

For $\omega\tau\ll1$ the cosine hardly changes during the transit. Since $\int u\,dt=s$, the work is $W=eV_1\cos\alpha$ and the width is $2eV_1$. It is again proportional to $V_1$, but the divider itself may no longer hold. The ratio of ion current to displacement current is

$$\frac{J}{\omega C_sV_1}=\frac{4\varepsilon_0vV_m}{9s^2}\,\frac{s}{\omega\varepsilon_0V_1}=\frac{4vV_m}{9\omega sV_1}=\frac{4V_m}{3V_1\,\omega\tau}.$$

When $V_m\approx V_1$, a purely capacitive Child sheath requires $\omega\tau\gg4/3$. The low-frequency limit contradicts this. At 13.56 MHz the ratio is 0.065; at 0.4 MHz, with the other quantities held fixed, it is 2.2.

The consequence can be followed with a circuit. Let $V_s(t)$ be the plasma potential minus the surface potential, and $V_e(t)$ the plasma potential minus the electrode potential. The surface charge per area is $-C_sV_s+C_w(V_e-V_s)$. It grows with the ion current and shrinks with the electron current $J_e$, so

$$(C_s+C_w)\frac{dV_s}{dt}=C_w\frac{dV_e}{dt}-J+J_e .$$

For electrons of temperature $T_e$ (in volts), the thermal flux that overcomes the sheath is $\tfrac14n(8eT_e/\pi m)^{1/2}e^{-V_s/T_e}$, with $n$ the density at the sheath edge and $m$ the electron mass. The ions enter with the flux $n(eT_e/M)^{1/2}$. Dividing the two gives $J_e=JR\,e^{-V_s/T_e}$ with $R=(M/2\pi m)^{1/2}$.

I integrated this equation step by step in time with $T_e=3$ V, $J=0.451$ mA/cm² from Child's law, and $C_s$ and $J$ held constant. At 13.56 MHz the fundamental of $V_s$ is 0.919 of the applied amplitude, as the divider says. At 0.4 MHz it is 0.73, which is only a rough value, because the ions then follow the field and $C_s$ varies during the cycle. Ions alone would shift the surface by $J/[(C_s+C_w)\nu]$ per period, where $\nu$ is the frequency. This is 9 V at 13.56 MHz but 308 V at 0.4 MHz, more than the rf amplitude on the sheath.

## What is held fixed

The mean voltage is not free. If no direct current flows, as with a wafer or with a bare electrode behind a blocking capacitor, the electron and ion currents balance over a cycle. For $V_s=V_m+V_1\cos\omega t$, the average of $e^{-V_s/T_e}$ is $e^{-V_m/T_e}I_0(V_1/T_e)$, where $I_0$ is the modified Bessel function. Setting this equal to $1/R$ and taking logarithms gives

$$V_m=T_e\left[\ln I_0(V_1/T_e)+\ln R\right].$$

This yields 280.3 V with the wafer and 304.4 V without it, at the same 300 V applied. These values hold for a sinusoidal sheath voltage. A sheath with a moving electron edge that is driven by a sinusoidal current has a distorted voltage, and its mean is only about 0.83 of the fundamental amplitude. To first order in the rf voltage, the mean ion energy thus drops by 24 eV, which is more than the 7 eV taken from the width. At full modulation, second-order terms change this drop by several eV.

Since $v\propto V_m^{1/2}$, the width scales as $V_1V_m^{1/2}/s$. Two comparisons follow.

- With the sheath width held at 3 mm, the factor is $0.919\,(280.3/304.4)^{1/2}=0.882$, a reduction of 12 %.
- With the ion current held fixed, Child's law gives $s\propto V_m^{3/4}$, and the bare electrode has a sheath of 3.19 mm. The factor is $0.919\,(280.3/304.4)^{-1/4}=0.938$, a reduction of 6 %.

The second case suits a plasma sustained by a separate source, whose density the bias hardly changes. These factors are leading-order values. Ion paths at full amplitude with entry speed $(eT_e/M)^{1/2}$ give reductions of about 10.5 to 11.5 % in the first case and 6 to 7 % in the second, depending on the shape assumed for the rf field. The simple 8 % lies between the two.

## The moving edge of the sheath

The plate model has a weakness at these voltages. In the 40 % of the sheath nearest the plasma, its rf field amplitude $V_1/s$ exceeds the mean field $\tfrac43(V_m/s)(x/s)^{1/3}$, so the total field would reverse during part of each cycle. In a real sheath, electrons move in and out instead.

A different idealization lets the whole Child-shaped field rise and fall with the voltage. The rf field at the wafer is then $4V_1/(3s)$. The surface term of the integration by parts grows by $4/3$, and $\Delta E=8eV_1v/(3\omega s)=106$ eV. Ion paths computed by Runge–Kutta integration in this field, at full amplitude and with entry speed $(eT_e/M)^{1/2}$, give 107 eV. The absolute width therefore depends on the field model by about a third, while its proportionality to $V_1$ is common to both.

The moving edge also affects the divider if "3 mm" means the greatest width, reached when the electrons are fully expelled. Suppose the sheath voltage swings from zero to $V$ and the surface field from zero to $E$. The voltage across the wafer then swings by $Ed/k$, and the sheath's share of the peak-to-peak voltage is

$$\frac{V}{V+Ed/k}=\frac{g}{g+d/k},\qquad g=\frac VE .$$

For a Child profile $E=4V/(3s)$, so $g=3s/4=2.25$ mm and the share is 0.90. For uniform ions the field grows linearly, so $E=2V/s$, $g=s/2=1.5$ mm and the share is 0.85. In these two models the loss of sheath voltage is 10 % and 15 %.

## Beside a real process

The parameters are roughly those of biased etching in a low-pressure argon plasma. The ion current corresponds to a density of about $10^{10}$ cm⁻³ at the sheath edge, which is low for an inductively coupled source. At ten times that density and the same mean voltage, Child's law shrinks the sheath by $\sqrt{10}$ to 0.95 mm, and the capacitive divider gives $f=0.95/(0.95+0.263)=0.78$. The ion current is then ten times larger and lowers the fraction slightly further, to 0.76 by the circuit equation above. Keeping the mean voltage at 280 V, however, takes about 380 V of applied amplitude. If the amplitude stays at 300 V, the mean voltage falls to about 205 V, the sheath narrows to about 0.75 mm, and the fraction is about 0.71. Since $f$ depends only on the combination $ks/d$, a relative error in the sheath width counts as much as an equal one in $k$ or $d$. The sheath width, however, changes with the plasma density and must be known for the plasma in use.

A gap of 20 µm under the wafer adds 0.02 mm to the equivalent path and lowers $f$ from 0.919 to 0.914. If the voltage is instead measured from electrode to grounded wall, the wall sheath joins the series. A wall of ten times the area carries only a few volts of rf, so its sheath floats near 15 V. At the same ion current density, Child's law then makes it roughly 0.33 mm wide, and it counts as about 0.03 mm in the series. The wafer's sheath keeps about $3/3.296=0.91$. Without the wafer it would keep $3/3.033=0.99$, so the reduction due to the quartz remains about 8 %.

The ions were also assumed not to collide in the sheath, which holds only for most of them. At 5 mTorr and 300 K, with a rough cross-section of $5\times10^{-15}$ cm², the mean free path is 12 mm, and $1-e^{-3/12.4}=21$ % of the ions collide in the sheath. The widths above describe the other 79 %.
